Four-Centre s Integrals over Gaussian and Gaussian-Weighted Coulomb Kernels

Place two electrons in the same normalized s Gaussian of exponent a, centred at the origin. Each has the probability density (2a/π)^{3/2} exp(−2ar²). We ask for the mean values of exp(−g r12²) and exp(−g r12²)/r12, where r12 = |r1 − r2|. Such kernels arise when a correlation factor that is Gaussian in r12 multiplies a wavefunction, the second one when that factor meets the Coulomb repulsion.

Both kernels depend on the separation u = r1 − r2 alone, so we use u and the midpoint w = (r1 + r2)/2 as variables. The Jacobian is 1, and r1² + r2² = 2w² + u²/2. The product of the two densities becomes

(2a/π)³ exp(−4aw²) exp(−au²).

The integral over w is (π/4a)^{3/2}. Since (2a/π)³ = (4a²/π²)^{3/2}, what remains is the distribution of separations,

(a/π)^{3/2} exp(−au²).

The kernel's Gaussian simply adds g to the exponent a. The two mean values are therefore

⟨exp(−g r12²)⟩ = (a/π)^{3/2} [π/(a+g)]^{3/2} = [a/(a+g)]^{3/2},

⟨exp(−g r12²)/r12⟩ = (a/π)^{3/2} 4π ∫₀^∞ u exp[−(a+g)u²] du = (a/π)^{3/2} 2π/(a+g).

In the second line the volume element 4πu² du has cancelled the singularity of 1/u. With four different centres the distribution of separations is still a Gaussian, but its centre is in general no longer at u = 0. The Gaussian kernel then still gives an elementary result, while 1/u brings in one new function.

Take four real normalized functions

χ_a(r) = N_a exp(−a|r−A|²), N_a = (2a/π)^{3/4},

and likewise χ_b, χ_c, χ_d with exponents b, c, d and centres B, C, D. All four exponents are positive. Electron 1 carries the product χ_aχ_b and electron 2 carries χ_cχ_d. For a kernel f we define

⟨f⟩ = ∫∫ χ_a(r1)χ_b(r1) f(r12) χ_c(r2)χ_d(r2) d³r1 d³r2,

and write G(g) for the kernel exp(−g r12²) and Y(g) for exp(−g r12²)/r12. Here g is a real inverse squared length. G is dimensionless and Y is an inverse length, so the corresponding interaction energy in SI units is e²Y/(4πε0). For contracted functions, the integrals over primitives are summed with the contraction coefficients, because ⟨f⟩ is linear in each of the four functions.

One identity is used three times. For exponents α and β with α + β ≠ 0, and points X and X′, expansion of the squares gives

α|r−X|² + β|r−X′|² = (α+β)r² − 2r·(αX+βX′) + αX² + βX′².

Let Z = (αX+βX′)/(α+β). The first two terms equal (α+β)|r−Z|² − |αX+βX′|²/(α+β). The terms without r then add up to

[(α+β)(αX²+βX′²) − α²X² − β²X′² − 2αβ X·X′]/(α+β) = αβ|X−X′|²/(α+β),

because α²X² and β²X′² cancel and αβ(X² + X′² − 2X·X′) is left. Hence

α|r−X|² + β|r−X′|² = (α+β)|r−Z|² + [αβ/(α+β)] |X−X′|².   (1)

The first use is for each electron separately. With

p = a+b, P = (aA+bB)/p, q = c+d, Q = (cC+dD)/q,

the four functions multiply to

N K exp(−p|r1−P|²) exp(−q|r2−Q|²),

where N = N_aN_bN_cN_d and K = K_AB K_CD, with

K_AB = exp(−ab|A−B|²/p), K_CD = exp(−cd|C−D|²/q).

The four centres have been reduced to two.

Next we set r1 = r2 + u and integrate over r2 at fixed u. This gives the distribution of separations

C(u) = N K ∫ exp(−p|r2−(P−u)|² − q|r2−Q|²) d³r2.

In the second use of (1) the points are P−u and Q. Their difference is R−u, with R = P−Q. The integral over r2 of the remaining Gaussian, of exponent p+q, is [π/(p+q)]^{3/2}. Therefore

C(u) = M exp(−ρ|u−R|²),   (2)

ρ = pq/(p+q), M = N K [π/(p+q)]^{3/2},

and for any kernel for which the integral exists,

⟨f⟩ = ∫ f(u) C(u) d³u.   (3)

The six-dimensional integral has become a three-dimensional one. C(u) is positive but not normalized: its integral is the product of the overlaps of χ_a with χ_b and of χ_c with χ_d, as (3) shows for f = 1. In the opening example p = q = 2a, so that ρ = a, in agreement with what was found there.

The third use of (1) combines the kernel's Gaussian, centred at u = 0 with exponent g, with C(u), centred at R with exponent ρ:

gu² + ρ|u−R|² = σ|u−S|² + ρgR²/σ,   (4)

σ = ρ+g, S = ρR/σ.

In scalar expressions such as R² or 1/S, the letters R and S mean the lengths of these vectors. For g > 0 the kernel favours small separations and draws the centre from R towards zero. For −ρ < g < 0 it favours large separations, and S lies beyond R.

The condition for both integrals to exist can be read from (4). If σ > 0, the integrand falls off as a Gaussian, and 1/u is integrable at the origin in three dimensions. If σ = 0, equation (4) does not apply, but direct expansion gives gu² + ρ|u−R|² = ρR² − 2ρu·R. The integrand then grows exponentially in the direction of R, or stays constant apart from the factor 1/u when R = 0, and the integral diverges. If σ < 0 the growth is Gaussian. All integrands are positive, so no cancellation can rescue the integral, and the order of integration does not matter. The condition is thus

g > −ρ.

The same bound follows from the quadratic form in r1 and r2, whose matrix has rows (p+g, −g) and (−g, q+g). Its determinant is pq + g(p+q) = (p+q)(ρ+g). Since ρ < p, the element p+g is positive whenever g > −ρ, and the form is then positive definite.

For the Gaussian kernel, (3) and (4) leave the integral of a Gaussian over all space, which does not depend on where its centre lies:

G(g) = M (π/σ)^{3/2} exp(−ρgR²/σ).   (5)

For the other kernel we need

J = ∫ exp(−σ|u−S|²) (1/u) d³u.

Suppose first that S > 0, and take the polar axis along S, with x the cosine of the polar angle. Then |u−S|² = u² + S² − 2uSx. The azimuth gives 2π, and u² du from the volume element times 1/u gives u du:

J = 2π exp(−σS²) ∫₀^∞ u exp(−σu²) [∫_{−1}^{1} exp(2σuSx) dx] du.

The inner integral is [exp(2σuS) − exp(−2σuS)]/(2σuS). Its denominator cancels the factor u, and the exponents combine into complete squares:

J = (π/(σS)) ∫₀^∞ {exp[−σ(u−S)²] − exp[−σ(u+S)²]} du.

We put v = u−S in the first term, so that v runs from −S to ∞, and v = u+S in the second, so that v runs from S to ∞. The parts above S cancel:

J = (π/(σS)) ∫_{−S}^{S} exp(−σv²) dv = (2π/(σS)) ∫₀^S exp(−σv²) dv.

The substitution v = Ss removes the factor 1/S and leaves the Boys function of order zero,

J = (2π/σ) F0(σS²), F0(T) = ∫₀¹ exp(−Ts²) ds.   (6)

For S = 0 the direct integral is 4π ∫₀^∞ u exp(−σu²) du = 2π/σ, which agrees with (6) because F0(0) = 1. The argument is

T = σS² = σ(ρR/σ)² = ρ²R²/σ.

The result for the Gaussian-weighted Coulomb kernel is

Y(g) = M (2π/σ) exp(−ρgR²/σ) F0(ρ²R²/σ).   (7)

For T > 0, the substitution x = s√T gives F0(T) = ½√(π/T) erf(√T). At T = 0 itself this form is undefined, since erf(√T)/√T becomes 0/0. The expansion F0(T) = 1 − T/3 + … gives the limit F0(0) = 1 and can be used for very small T.

At g = 0, σ = ρ and the Boys argument is ρR². Inserting M and ρ into (7) gives the ordinary repulsion integral,

Y(0) = N K [2π^{5/2}/(pq√(p+q))] F0(ρR²).

For g ≠ 0 and R ≠ 0, replacing ρ by σ in the argument would give σR², and leaving the argument alone would give ρR². Neither is correct, because the kernel changes both the width of the Gaussian and the position of its centre. The argument σS² contains both changes. The exponent in (7) and the Boys argument are tied together by

ρgR²/σ + ρ²R²/σ = ρR²(g+ρ)/σ = ρR².   (8)

Equation (7) can also be reached from (5) without any integration over angles. From

1/u = (2/√π) ∫₀^∞ exp(−t²u²) dt

it follows that

Y(g) = (2/√π) ∫₀^∞ G(g+t²) dt.   (9)

In G(g+t²) the quantity σ is replaced by σ+t², and by (8) the exponent is −ρR² + ρ²R²/(σ+t²). Let s = t/√(σ+t²). Then s runs from 0 to 1, and

ds = σ dt/(σ+t²)^{3/2}, 1/(σ+t²) = (1−s²)/σ.

The power −3/2 in G is thus absorbed by ds, and

Y(g) = (2/√π) M (π^{3/2}/σ) ∫₀¹ exp[−ρR² + T(1−s²)] ds
= M (2π/σ) exp(−ρR²+T) F0(T).

By (8), −ρR² + T = −ρgR²/σ, and (7) is recovered.

The ratio of the two integrals has a direct meaning. It is the mean of 1/r12 over separations weighted with exp(−gu²)C(u). From (5) and (7),

Y/G = 2√(σ/π) F0(T) = erf(√σ S)/S,

where the last form holds for S > 0. When √σ S is large, the Gaussian is narrow compared with its distance from the origin, and Y/G tends to 1/S. It does not tend to 1/R unless g = 0, since the kernel has moved the centre. Take the functions and the g of the numerical example below, with C and D moved 0.6 nm further along y. Then R = 0.8007 nm, S = 0.463058 nm and √σ S is about 5, and evaluation through (9) gives Y/G = 2.1596 nm⁻¹. This equals 1/S to the digits shown, while 1/R is 1.2489 nm⁻¹.

In the opposite limit, g → ∞, the kernel acts only where the electrons meet. Then σ/g → 1, T → 0 and the exponent tends to −ρR², so that

(g/π)^{3/2} G → M exp(−ρR²), gY/(2π) → M exp(−ρR²).

By (2) the common limit is C(0), which is the integral over all space of χ_a(r)χ_b(r)χ_c(r)χ_d(r), with the four functions taken at the same point r. The corrections are of relative order ρ/g and ρ²R²/g.

For a numerical example we choose round exponents and four centres that do not lie in one plane:

a = 100, b = 60, c = 80, d = 40 nm⁻²,
A = (0, 0, 0), B = (0.1, 0, 0) nm,
C = (0, 0.2, 0), D = (0.1, 0.2, 0.1) nm,

with g = 50 nm⁻². The pair exponents are p = 160 and q = 120 nm⁻², and the pair centres are P = (0.0375, 0, 0) and Q = (0.0333, 0.2, 0.0333) nm. Hence R² = 0.041128 nm², R = 0.2028 nm, and

ρ = 160·120/280 = 68.571 nm⁻²,
σ = 68.571 + 50 = 118.571 nm⁻²,
S = (68.571/118.571)·0.2028 = 0.1173 nm.

The kernel has drawn the centre of the distribution in from 0.203 to 0.117 nm. The factors from the product of Gaussians are K_AB = 0.68729 and K_CD = 0.58665. With N = 74837 nm⁻⁶ they give M = 35.861 nm⁻³. The damping exponent and the Boys argument are

ρgR²/σ = 1.18926, ρ²R²/σ = 1.63098.

Their sum, 2.82024, equals ρR², as (8) requires. With exp(−1.18926) = 0.30445 and F0(1.63098) = 0.644735,

G = 35.861 · 0.0043128 · 0.30445 = 0.04709,
Y = 35.861 · 0.052991 · 0.30445 · 0.644735 = 0.3730 nm⁻¹.

Since e²/(4πε0) = 2.3071×10⁻²⁸ J m, the energy is

e²Y/(4πε0) = 8.605×10⁻²⁰ J = 0.5371 eV.

Without the Gaussian factor in the kernel it would be 3.930×10⁻¹⁹ J, so the factor leaves about 22 per cent of the repulsion integral. Had the unmodified argument ρR² = 2.8202 been used in F0, Y would have come out as 0.2999 nm⁻¹, which is 20 per cent below the correct value.

The dependence on g, for the same four functions, is as follows.

g (nm⁻²)   G         Y (nm⁻¹)   Y/G (nm⁻¹)
−20.57     2.01096   6.90968    3.44
0          0.35167   1.70360    4.84
50         0.04709   0.37300    7.92
200        0.00555   0.08259    14.87

The first row has g = −0.3ρ. The kernel there grows with distance, yet both integrals are finite, as the condition g > −ρ allows. Both integrals fall as g rises, because the kernels decrease at every u > 0. Their ratio rises. To see why, take all means with the weight exp(−gu²)C(u). Differentiating Y/G with respect to g brings down a factor −u² in the numerator and in the denominator, and gives

d(Y/G)/dg = (mean of 1/u)(mean of u²) − (mean of u).

This is minus the covariance of 1/u and u². One of these functions decreases with u and the other increases, so their covariance is negative and the derivative is positive. A larger g selects closer encounters, in which the repulsion is stronger.

The numerical check accompanying this derivation builds C(u) from the four original functions, without using (1), and integrates it over u for each g in the table. Formulas (5) and (7) agree with these integrals to within a relative difference of 10⁻⁹. The contact limit is tested as well: the four-function overlap is 2.13701 nm⁻³, and at g = 10⁸ nm⁻² the scaled formulas (5) and (7) are required to reproduce it within a relative difference of 10⁻⁵; both give 2.137009 nm⁻³ against 2.137008 nm⁻³.

Numbers as computed

```
exponents a, b, c, d (nm^-2): 100.0 60.0 80.0 40.0
centre A (nm): 0.0 0.0 0.0
centre B (nm): 0.1 0.0 0.0
centre C (nm): 0.0 0.2 0.0
centre D (nm): 0.1 0.2 0.1
g = 50.0 nm^-2
p = 160.0 nm^-2, q = 120.0 nm^-2
P (nm): 0.037500 0.000000 0.000000
Q (nm): 0.033333 0.200000 0.033333
R = 0.202802 nm, R^2 = 0.04112847 nm^2
rho = 68.571429 nm^-2, sigma = 118.571429 nm^-2
K_AB = 0.687289, K_CD = 0.586646
product of norms = 74836.9864 nm^-6
M = 35.860794 nm^-3
shifted centre S = 0.117283 nm
damping exponent rho g R^2/sigma = 1.189257
damping factor = 0.304447
Boys argument rho^2 R^2/sigma = 1.630981
unmodified argument rho R^2 = 2.820238
F0(modified) = 0.644735
F0(unmodified) = 0.518456
(pi/sigma)^(3/2) = 0.00431275 nm^3
2 pi/sigma = 0.05299072 nm^2
G = 0.04708546 (dimensionless)
Y = 0.37300350 nm^-1
Y with unmodified argument (false) = 0.29994682 nm^-1
e^2/(4 pi eps0) = 2.30707755e-28 J m
energy e^2 Y/(4 pi eps0) = 8.605480e-20 J
same energy = 0.537112 eV
energy at g = 0 = 3.930349e-19 J
table: g (nm^-2), G formula, G quadrature
    -20.5714 2.0109583196 2.0109583196
      0.0000 0.3516656190 0.3516656190
     50.0000 0.0470854650 0.0470854650
    200.0000 0.0055546868 0.0055546868
table: g (nm^-2), Y formula, Y quadrature (nm^-1)
    -20.5714 6.9096757220 6.9096757220
      0.0000 1.7036049176 1.7036049176
     50.0000 0.3730035021 0.3730035021
    200.0000 0.0825901257 0.0825901257
g = 0: product of library overlaps = 0.3516656190
g = 0: library repulsion integral = 1.7036049176 nm^-1
distant pair: R = 0.800705 nm, S = 0.463058 nm
distant pair: Y/G = 2.159555 nm^-1
distant pair: 1/S = 2.159555, 1/R = 1.248899 nm^-1
four-function overlap = 2.137008 nm^-3
g = 1e+08 nm^-2: (g/pi)^(3/2) G = 2.137009 nm^-3
g = 1e+08 nm^-2: g Y/(2 pi) = 2.137009 nm^-3
```
